Choosing the energy window and step for f′ from computed f″

Before a core-level absorption spectrum is converted into an anomalous scattering factor, three inputs have to be fixed: how far the spectrum extends, how finely it is sampled, and how its lifetime width compares with the sampling step. A spectrum that looks complete around an edge can still give an f′ that is wrong by an electron, because f′ depends on absorption at all energies. A step that draws the edge well can spoil f′ through the treatment of a single grid point. This guide derives both errors and turns them into choices of window and step.

**What is being transformed**

Write the forward scattering factor, in electrons (el), as

f(E) = f0 + f′(E) + i f″(E), with f″ > 0 for absorption.

Here f0 is independent of energy, and any relativistic constant is left out. This sign of f″ belongs to the time factor exp(+iωt).

The input must be on an absolute scale. To fix it, consider an electron with resonance frequency ω0 and damping γ in a field of amplitude 𝓔. Its displacement amplitude is

X = (e𝓔/m)/(ω0² − ω² + iγω).

A free electron has X = −e𝓔/(mω²). The ratio of the two is the scattering factor:

f = ω²/(ω² − ω0² − iγω), so f″ = γω³/D, with D = (ω² − ω0²)² + γ²ω².

Friction absorbs the mean power ½mγω²|X|², and the intensity is ½ε0c𝓔². Their quotient is the cross-section,

σ = e²γω²/(ε0mcD) = 4πr_e c γω²/D = 4πr_e c f″/ω = 2r_e λf″.

The second form uses r_e = e²/(4πε0mc²), the last uses λ = 2πc/ω. Both σ and f″ add over oscillators, so the relation holds for any sum of them. A spectrum in arbitrary units must be scaled accordingly, and absorption by the other shells must be included.

**The integral behind the option**

Let F = f′ + if″. The response at time t depends on the field at earlier times t − τ. With the factor exp(+iωt) this gives F as an integral over τ > 0 of a real function times exp(−iωτ), which converges for Im ω < 0. Hence F is analytic in the lower half-plane, and F(−E) = F(E)* on the real axis, so f″ is odd. Assume also that F → 0 at large |E| in that half-plane.

Integrate F(x)/(x − E) along the real axis, passing below x = E on a small semicircle, and close the path by a large lower arc. The large arc contributes nothing because F → 0. No singularity is enclosed. The small semicircle runs counterclockwise through half a turn and gives iπF(E). Therefore

P∫₋∞^∞ F(x)/(x − E) dx + iπF(E) = 0,

where P denotes the principal value. Solving for F(E) and taking the real part,

f′(E) = −(1/π) P∫₋∞^∞ f″(x)/(x − E) dx.

Since f″ is odd, the negative axis contributes f″(x)/(x + E) integrated over positive x. With 1/(x − E) + 1/(x + E) = 2x/(x² − E²),

f′(E) = (2/π) P∫₀^∞ x f″(x)/(E² − x²) dx. (1)

Absorption above E lowers f′ and absorption below E raises it.

**Removing the singularity**

Suppose f″ is known for a ≤ x ≤ b, with E inside. Put g(x) = x f″(x) and

φ(x) = [g(x) − g(E)]/(E² − x²).

Near x = E the numerator is g′(E)(x − E) and the denominator is −(x − E)(x + E), so φ(E) = −g′(E)/(2E) is finite. What was subtracted must be added back as g(E) times P∫ₐᵇ dx/(E² − x²). From

1/(E² − x²) = (1/2E)[1/(E − x) + 1/(E + x)]

the antiderivative is (1/2E) ln|(E + x)/(E − x)|. Stopping at E − ε and restarting at E + ε leaves ln[(2E − ε)/(2E + ε)], which vanishes as ε → 0. Only the outer limits survive. The prefactor is (2/π)·E f″(E)·(1/2E) = f″(E)/π, and

f′(E) = (2/π)∫ₐᵇ φ dx + (f″(E)/π) L + T(E), (2)

L = ln{(b + E)(E − a)/[(b − E)(E + a)]}.

T(E) is the integral (1) taken over 0 < x < a and x > b. Equation (2) is an identity. The grid error comes from its first term, the truncation error from its last.

**Choosing the window**

The part of T from x < a is positive and the part from x > b is negative. They may partly cancel, so a small T does not show that either part is small. With a and b fixed, differentiation gives

dT/dE = −(4E/π) ∫_outside x f″(x)/(E² − x²)² dx < 0. (3)

The missing part varies smoothly while E stays far from a and b, so truncation does not invent fine structure at the edge. It does shift and tilt f′.

For the upper tail assume f″(x) = f″(b)(b/x)^p with p > 0. For x > E,

1/(E² − x²) = −Σₖ E^(2k)/x^(2k+2), k = 0, 1, 2, …

Each term leaves ∫_b^∞ b^p x^(−1−p−2k) dx = b^(−2k)/(p + 2k). Hence

T_high = −(2/π) f″(b) Σₖ (E/b)^(2k)/(p + 2k). (4)

As E → b the late terms approach (E/b)^(2k)/(2k), and T_high diverges as −(f″(b)/π) ln[1/(b − E)]. The term with L in (2) diverges with the opposite sign, and the two cancel if f″ is continuous. If a computed spectrum is joined to separate data at b with a jump δ = f″(b−) − f″(b+), the remainder (δ/π) ln[1/(b − E)] is a false feature in f′. The joint should therefore be continuous and far from the energies of interest.

For the lower part, if the missing absorption lies well below E, then 1/(E² − x²) ≈ 1/E² and T_low ≈ C/E². The constant C can be fixed by one independently known value f′(E_r), the anchor:

C = E_r²[f′(E_r) − J(E_r) − T_high(E_r)],

where J is the window part of (2). If J, T_high and the anchor are accurate, C = E_r²T_low(E_r), and the error, estimate minus true value, is

(2/π)∫₀ᵃ x f″ {E_r²/[E²(E_r² − x²)] − 1/(E² − x²)} dx.

Over a common denominator the numerator is E_r²(E² − x²) − E²(E_r² − x²) = x²(E² − E_r²), so

error = (2/π)∫₀ᵃ x³f″(x)(E² − E_r²)/[E²(E² − x²)(E_r² − x²)] dx. (5)

It vanishes at the anchor, is positive above it and negative below it. Its size grows steadily as E moves down towards a. Above the anchor it is positive, starts from zero and falls as 1/E² at large E, so it passes through a maximum. That maximum may lie beyond b: in the example below it is near 12900 eV, and the error grows all the way from the anchor to the upper end of the window. The anchor should lie near the energies of interest, but where f′ is insensitive to edge structure. It must use the same convention for constants: an unremoved constant would be spread over energy as 1/E².

**Choosing the treatment of the central point**

On a uniform grid of step h with E on a node, the trapezoidal sum contains the node value hφ(E), which needs a derivative of the data. If the node is simply omitted, the sum lacks −h g′(E)/(2E). Multiplying by 2/π and reversing the sign gives

error(node omitted) = +h g′(E)/(πE). (6)

This is first order in h and largest in size where absorption changes steeply: positive on a steep rise, negative on a steep fall. A central difference returns g′ + h²g‴/6 + …, so φ(E) is wrong by −h²g‴/(12E) and the node value hφ(E) by h times this. Multiplying by 2/π,

error(central difference) = −h³g‴(E)/(6πE) (7)

to leading order. Both results assume that the rest of the sum is accurate.

The derivative can be avoided altogether. Keep φ and L, but sum φ only over E ± h, E ± 3h, and so on, with spacing H = 2h. Let the window contain an even number of intervals h. If (E − a)/h is even, so is (b − E)/h, and the retained points are midpoints of cells of width H that fill the window. If (E − a)/h is odd, both a and b are retained, and with half weight at each end the sum is a trapezoidal rule. I call this the alternate-point rule.

**Choosing the step relative to the lifetime width**

The error of the alternate-point rule can be found for a resonance with full width at half maximum Γ,

F = A E1²/(E² − iΓE − E1²).

Its poles are at iΓ/2 ± Ω, with Ω = √(E1² − Γ²/4). They lie in the upper half-plane, as causality requires. Let x_p = Ω + iΓ/2, and let x_n be any retained node. For an infinite grid, the partial-fraction series of the cotangent gives

H Σⱼ 1/(x_n + jH − x_p) = −π cot u, u = π(x_p − x_n)/H.

The corresponding integral, with symmetric limits, is iπ. Put q = exp(2iu). Then cot u = i(q + 1)/(q − 1), and

sum − integral = −π(cot u + i) = 2πi q/(1 − q), |q| = exp(−πΓ/H) = exp(−πΓ/(2h)).

A finite window differs from the infinite grid by two outer stretches. Where φ is smooth on the scale H, these add only the end corrections treated below.

It remains to find the residue of φ. The denominator of F factorizes as (x − x_p)(x − x_p + 2Ω), so F has residue AE1²/(2Ω). Since f″ = (F − F*)/(2i) on the real axis, and the continuation of F* has its poles in the lower half-plane, f″ has residue AE1²/(4iΩ). The residue of φ is then

R = x_p A E1²/[4iΩ(E² − x_p²)].

The mirror pole in the lower half-plane adds the complex conjugate. The error in f′ is (2/π)·2 Re[2πiRq/(1 − q)], or

error(pole) = 2AE1² Re{x_p q/[Ω(E² − x_p²)(1 − q)]}. (8)

Near a narrow resonance E² − x_p² ≈ 2E1(E − x_p), and the prefactor becomes AE1/|E − x_p| ≤ 2AE1/Γ. The peak height is f″_peak = AE1/Γ. In this approximation

|error| ≤ 2f″_peak |q|/(1 − |q|).

For a target error η much smaller than f″_peak, neglecting |q| in the denominator gives the planning rule

h ≤ πΓ/[2 ln(2f″_peak/η)]. (9)

Halving h squares |q|. The rule is derived for one Lorentzian resonance. For other line shapes, and for noisy data or non-uniform grids, convergence should be checked directly.

At the window ends there is an ordinary algebraic error. Expanding about the midpoint m of a cell,

∫φ dx = Hφ(m) + H³φ″(m)/24 + …

Summing the missing term over all cells turns ΣHφ″ into φ′(b) − φ′(a). The midpoint sum therefore errs by −(H²/24)[φ′(b) − φ′(a)]. For the trapezoidal form, the mean of the end values contributes H³φ″/8. Subtracting H³φ″/24 leaves H³φ″/12 per cell, and the error is +(H²/12)[φ′(b) − φ′(a)]. Both are multiplied by 2/π in f′.

**A case with a known answer**

To separate these errors from uncertainties in a real spectrum, take a model whose f′ is known in closed form. An edge at E0 is built from resonances with the same Γ. With z = E² − iΓE and s the squared resonance energy,

F_edge = (ΔE0²/π)∫_{E0²}^∞ ds/[s(z − s)].

The derivative of −ln(1 − z/s) with respect to s is z/[s(z − s)], so

F_edge = (ΔE0²/(πz)) ln(1 − z/E0²).

For E > 0 the imaginary part of 1 − z/s is positive, so the logarithm crosses no branch cut. Each resonance has Im[1/(z − s)] = ΓE/|z − s|² > 0, so the edge absorbs at every positive energy. As Γ → 0, f″ becomes Δ(E0/E)² above the edge and zero below it. All the resonance poles have height Γ/2, so each carries the same |q|.

The parameters are round numbers, not those of a particular element: a deep edge at 10000 eV with Δ = 4 el, a shallow edge at 1500 eV with Δ = 20 el, a resonance ("white line") at 10002.5 eV with A = 0.0005 el, and Γ = 2 eV. The window is 8000 to 12000 eV. The numerical check confirms by independent quadrature that the model satisfies (1).

At E = 10002 eV, f″ = 5.857 el, or σ ≈ 4.09 × 10⁴ barn. The logarithm is

L = ln[(22002 × 2002)/(1998 × 18002)] = 0.2027,

so the second term of (2) is (5.857/π) × 0.2027 = 0.378 el. The whole window part is −9.219 el, which leaves −9.597 el for the regular integral. The missing part is

T = 0.622 − 1.680 = −1.058 el,

and the model's full value is f′ = −9.219 − 1.058 = −10.277 el. Even a window reaching 2000 eV to each side misses about one electron. From 9900 to 10100 eV, T changes from −1.009 to −1.106 el, so a constant shift would not remove the error completely.

Now apply the corrections. A power law fitted to the last 500 eV gives p = 1.9985 and T_high = −1.681 el. The anchor at 9800 eV, taken here from the model, supplies a lower part of 0.634 el. Thus

f′ ≈ −9.219 − 1.681 + 0.634 = −10.266 el.

The error is +0.011 el, about 1% of the original truncation error. Equation (5) predicts the same value. The error rises from 0.006 el at 9900 eV to 0.015 el at 10100 eV, as expected with increasing distance from the anchor.

The tail exponent is often uncertain in practice. Raising p by 0.5 shifts f′ at 10002 eV by 0.256 el without an anchor, but by 0.014 el with one. Of this remainder, 0.256 × [1 − (9800/10002)²] = 0.010 el arises because the anchor term falls as 1/E². The rest comes from the energy dependence of the tail shift itself.

The grid errors at 10002 eV, relative to the exact window part, are:

h = 1 eV: omitted +0.594, central +0.304, alternate +0.184 el
h = 0.5 eV: omitted +0.295, central +0.054, alternate −0.0036 el
h = 0.25 eV: omitted +0.148, central +0.0073, alternate +0.000007 el

Omitting the node converges linearly, and the central difference approaches the cubic law (7). The alternate-point error follows the fall of |q|, which is 0.043, 0.0019 and 0.0000035 for the three steps. For the white line alone at h = 1 eV, the computed error and equation (8) both give +0.1763 el.

For a target of η = 0.001 el, the white line has f″_peak = 0.0005 × 10002.5/2 = 2.5 el, and (9) gives

h ≤ 2π/[2 ln(5000)] = 0.37 eV.

A step of 0.25 eV satisfies this. It makes the grid error far smaller than the remaining truncation error of 0.011 el, so further refinement would not improve f′ noticeably. The effort should then go into absorption outside the window or a better anchor.

**Settings that follow**

Choose Γ from the physical lifetime, not to make the integral easier: a larger Γ lowers |q| and the bound 2f″_peak |q|/(1 − |q|) on the pole error of the alternate-point rule, but changes the spectrum. At a single energy the error (8) can change sign as Γ varies, so its size need not fall steadily. Then set h by (9), use the alternate-point rule, and halve h once to check. Extend f″ beyond the calculated range with continuous data on the same absolute scale. If the lower part is unavailable, use an anchor. Equation (5) then cannot be evaluated directly, but it gives a bound, under the same condition as (5) itself: J, T_high and the anchor must be accurate. Its integrand is x f″/(E_r² − x²) times (1 − E_r²/E²) x²/(E² − x²). For x ≤ a we have x²/(E² − x²) ≤ a²/(E² − a²), and (2/π)∫₀ᵃ x f″/(E_r² − x²) dx = T_low(E_r) = C/E_r². Hence |error| ≤ (C/E_r²)|1 − E_r²/E²| a²/(E² − a²). In the example at 10002 eV, C/E_r² = 0.634 × (10002/9800)² = 0.660 el, and the bound is 0.660 × 0.040 × 1.78 = 0.047 el, against an actual error of 0.011 el. The bound covers only the estimate of the lower part. An error in the tail or in the anchor changes C and adds a further error that the bound does not include. An error in the anchor value enters f′ multiplied by E_r²/E², that is, almost in full, and the 0.011 el of the example was obtained with an exact anchor. The estimate also relies on a lying well below E. If the lower end of the model window is moved to 9700 eV with the same anchor, the error at 10002 eV rises to 0.15 el and the bound to 0.72 el. For a narrow window, data below a are therefore needed rather than an anchor alone. Finally, move a and b. A change in f′ that is smooth across the edge points to truncation. In a code that omits the central node, the change when h is varied follows the slope of f″, by (6). With a central difference it follows g‴, by (7). The alternate-point rule has no central node. For an isolated Lorentzian resonance its change with h follows (8). A nearby edge adds pole terms of its own: in the example, going from h = 1 to 0.5 eV changes f′ at 10000 eV by 0.063 el in size, of which (8) for the white line gives only 0.036 el.

Calculated quantities

```
deep edge 10000 eV, jump 4.0 el; width 2.0 eV
shallow edge 1500 eV, jump 20.0 el
white line 10002.5 eV, strength 0.0005 el
window 8000 to 12000 eV; anchor 9800 eV
largest error of model pair by quadrature: 2.1e-13 el
cross-section at 10002 eV: 40917 barn
T at 10002 eV: low 0.6223, high -1.6799, sum -1.0577 el
T at 9900 eV -1.0089, at 10100 eV -1.1056 el
slope of T at 10000 eV: -0.4828 el per keV
exact window part of f' at 10002 eV: -9.219091 el
grid error (el): step/eV, node dropped, central difference, alternate
  1.000  +5.94e-01  +3.04e-01  +1.84e-01
  0.500  +2.95e-01  +5.42e-02  -3.58e-03
  0.250  +1.48e-01  +7.31e-03  +7.11e-06
  0.125  +7.38e-02  +9.28e-04  -7.63e-10
predicted at step 0.125 eV: dropped +7.38e-02, central +9.32e-04 el
white line alone, alternate rule, step 1 eV: E/eV, error, pole formula
  10001  -0.062092  -0.062092 el
  10002  +0.176324  +0.176324 el
  10004  +0.062054  +0.062054 el
|q| at steps 1, 0.5, 0.25 eV: 4.32e-02, 1.87e-03, 3.49e-06
window 9980-10030 eV, step 0.125 eV: end error -7.442e-06, formula -7.443e-06 el
fitted tail exponent 1.9985; f'' at window end 3.0897 el
high tail at 10002 eV from fit: -1.6807 el
E/eV, f'', exact f', window only, corrected, predicted error (all el)
  9900  0.4714  -4.5650  -3.5560  -4.5593  +0.0057
  9990  0.5924  -7.5808  -6.5289  -7.5706  +0.0103
  10000  2.7928  -11.1671  -10.1104  -11.1564  +0.0108
  10002  5.8568  -10.2768  -9.2191  -10.2659  +0.0109
  10005  4.5376  -7.3600  -6.3009  -7.3491  +0.0110
  10020  4.3757  -6.3192  -5.2528  -6.3075  +0.0117
  10100  4.3491  -4.3194  -3.2138  -4.3041  +0.0153
exponent raised by 0.5: f' at 10002 eV shifts by +0.2564 el without anchor, +0.0140 el with it
```
